# Why a weakly sticking precursor can coat a trench more evenly

**Q.** I need silicon on the walls of a trench 200 nm wide and 2000 nm deep. I would reject silane because so few of its molecules stick. If hardly any stick at the top, surely even fewer stick at the bottom, so the coating must be poor.

**A.** That argument mixes two quantities, the growth rate and its evenness. Let $\Gamma(x)$ be the number of molecules striking unit area per unit time at wall point $x$, and $\Gamma_0$ the same quantity on the flat field outside. Suppose each impact ends in sticking with the same probability $s$ everywhere. If $n_f$ is the atomic density of the film and each stuck molecule leaves one atom, the growth rates are

$$R(x)=\frac{s\,\Gamma(x)}{n_f},\qquad R_0=\frac{s\,\Gamma_0}{n_f}.$$

Evenness is measured by the coverage, their ratio:

$$C(x)=\frac{R(x)}{R_0}=\frac{\Gamma(x)}{\Gamma_0}.$$

The explicit factor $s$ has cancelled. For given fluxes, a small $s$ slows the growth at both places by the same factor, which by itself says nothing about evenness.

**Q.** Then the coverage doesn't depend on sticking at all?

**A.** It does, through $\Gamma(x)$, because a molecule that fails to stick goes on to strike another part of the wall. To count those arrivals I assume that molecules cross the trench without colliding with each other, that they arrive at the mouth as from an isotropic gas, and that those that don't stick leave the wall diffusely, by the cosine law. The trench is long and rectangular, and I treat its initial shape.

Take two surface elements a distance $r$ apart, with the line between them at angles $\theta,\theta'$ to their normals. Under the cosine law, the exchange between them is proportional to $\cos\theta\cos\theta'/(\pi r^2)$, which is symmetric. Now sum over the length of the trench. Let $\rho$ be the distance in the cross-section, $q$ the offset along the trench, and $c,c'$ the cosines in the cross-section. Then $r^2=\rho^2+q^2$, $\cos\theta=c\rho/r$ and $\cos\theta'=c'\rho/r$, so

$$k(x,x')=\int_{-\infty}^{\infty}\frac{cc'\rho^2}{\pi(\rho^2+q^2)^2}\,dq=\frac{cc'\rho^2}{\pi}\,\frac{\pi}{2\rho^3}=\frac{cc'}{2\rho}.$$

Here $k(x,x')\,dx'$ is the probability that a molecule leaving $x$ next reaches $dx'$. By symmetry, $k$ also gives the arrivals at $x$ from $x'$. The mouth acts as a surface emitting $\Gamma_0$, and the wall at $x'$ re-emits $(1-s)\Gamma(x')$. Dividing the balance of arrivals by $\Gamma_0$ gives

$$C(x)=p_0(x)+(1-s)\int_{\rm walls}k(x,x')\,C(x')\,dx',\qquad p_0(x)=\int_{\rm mouth}k(x,m)\,dm .$$

**Q.** The first term is what arrives straight from the gas. How large is it at the bottom?

**A.** Small. If $\varphi$ is the angle from the normal in the cross-section, then $c'dx'/\rho=d\varphi$, and hence $k\,dx'=\tfrac12\cos\varphi\,d\varphi=\tfrac12\,d(\sin\varphi)$. Measure lengths in trench widths and let $a$ be depth over width. From the floor centre, the lips of the mouth lie at $\pm\varphi_0$, with

$$\sin\varphi_0=\frac{1/2}{\sqrt{a^2+1/4}}=\frac{1}{\sqrt{1+4a^2}},\qquad p_0=\tfrac12\left[\sin\varphi_0-(-\sin\varphi_0)\right]=\frac{1}{\sqrt{1+4a^2}} .$$

For your trench $a=10$, so $p_0=1/\sqrt{401}=0.0499$. On a sidewall at depth $d$, the normal is horizontal. The mouth extends from the direction of the far lip, where $\sin\varphi=d/\sqrt{1+d^2}$, to straight up, where $\sin\varphi=1$. Therefore

$$p_0=\frac12\left(1-\frac{d}{\sqrt{1+d^2}}\right).$$

Averaged over the lowest 200 nm of sidewall, which I'll call the low wall, the direct view is 0.00275. If every molecule sticks, the second term in the balance vanishes and these small numbers are the coverage.

**Q.** And if few stick, why should the second term repair the deficit rather than just add a little?

**A.** Insert the balance into itself repeatedly:

$$C(x)=\sum_{n=0}^{\infty}(1-s)^n p_n(x),\qquad p_{n+1}(x)=\int_{\rm walls}k(x,x')\,p_n(x')\,dx'.$$

Read from $x$ outward, $p_0$ is the probability that a molecule leaving $x$ escapes directly, and $p_n$ that it escapes after exactly $n$ further wall encounters. If $N$ is that number of encounters for a molecule that never sticks, then

$$C(x)=E_x\!\left[(1-s)^N\right],$$

where $E_x$ averages over flights starting at $x$.

Escape is certain: in a trench of finite depth, every wall point has a direct escape probability above some positive minimum $p_{\min}$. Making more than $n$ encounters requires $n+1$ flights in a row that fail to escape, so its chance is at most $(1-p_{\min})^{n+1}$, which tends to zero. The $p_n$ therefore add to one, and $C\to1$ everywhere as $s\to0$. Differentiation gives, for $0<s<1$,

$$\frac{dC}{ds}=-\sum_{n=1}^{\infty}n(1-s)^{n-1}p_n(x)<0 .$$

No term is positive, and $p_1$ is nonzero because each wall point sees other wall that in turn sees the mouth. With geometry and arrival distribution held fixed, lower sticking raises the coverage at every wall point.

**Q.** How do I know the repeated encounters are responsible?

**A.** Remove them in thought. If every molecule that failed to stick vanished, only $p_0$ would remain, whatever the value of $s$, and weak sticking would bring no benefit. With re-emission and $s=0.01$, the floor-centre coverage is 0.685. The share of arrivals there that have already struck a wall is $1-0.0499/0.685=0.927$.

**Q.** How weak must sticking be? "Small" isn't a number I can use.

**A.** Compare $s$ with the mean number of encounters, $\bar N(x)=E_x[N]$. A molecule leaving $x$ either escapes at once, or makes one encounter and starts again from there, so

$$\bar N(x)=\int_{\rm walls}k(x,x')\,[1+\bar N(x')]\,dx'.$$

For any whole number $n\ge0$, $(1-s)^n\ge1-sn$. Averaging gives

$$C(x)\ge1-s\bar N(x).$$

Since $(1-s)^n$ is a convex function of $n$, its average is also at least its value at the average, $C\ge(1-s)^{\bar N}$.

Solving the equation for your trench gives $\bar N=44.8$ from the floor centre and 47.1 from the low wall. Independent random flights gave 45.1 and 47.2. To guarantee 95% coverage at the floor centre, it suffices that $s\le0.05/44.8=1.12\times10^{-3}$. Solving the full balance puts the actual limit at $1.17\times10^{-3}$, so the bound is close here. At $s=0.01$ it is loose: the two bounds give 0.552 and 0.638, against the computed 0.685.

**Q.** Why 45 encounters, when the trench is only ten widths deep?

**A.** Because the molecule wanders rather than climbs. For opposite walls and a height difference $z$, $\rho=\sqrt{1+z^2}$ and $c=c'=1/\sqrt{1+z^2}$. The density of hops is then $k=\tfrac12(1+z^2)^{-3/2}$. Its mean square height change, cut off at the trench depth, is

$$\sigma^2=\int_{-a}^{a}\frac{z^2}{2(1+z^2)^{3/2}}\,dz=\int_0^a\frac{z^2}{(1+z^2)^{3/2}}\,dz=\operatorname{arsinh}a-\frac{a}{\sqrt{1+a^2}} .$$

You can check the last step by differentiating: $(1+a^2)^{-1/2}-(1+a^2)^{-3/2}=a^2(1+a^2)^{-3/2}$.

Treat the motion as a random walk in height $y$ above the floor. The mean number of hops $T(y)$ equals one plus its average after a hop. Expanding that average to second order gives $T=1+T+\tfrac12\sigma^2T''$, or $T''=-2/\sigma^2$. With a reflecting floor, $T'(0)=0$, and an absorbing mouth, $T(a)=0$, the solution is $T(y)=(a^2-y^2)/\sigma^2$. The last hop escapes, so the encounters number one fewer than the hops, a difference I neglect in this estimate. From the floor,

$$\bar N\approx\frac{a^2}{\sigma^2},\qquad \sigma^2\approx\ln(2a)-1\quad(a\gg1).$$

This is an estimate, because $\sigma^2$ depends on the cutoff. At $a=10$ it gives 49.9 against the computed 44.8, and at $a=40$ it gives 473 against 434. Because $\sigma^2$ also grows with depth, doubling the depth multiplies $\bar N$ by only about three in this range, not four: from $a=10$ to 20 it rises from 44.8 to 136. In the opposite limit, $a\to0$, the floor-centre value of $p_0$ tends to one, and sticking hardly matters there.

**Q.** Now put silane in. What is its sticking probability?

**A.** I infer an effective value from rough process figures: 900 K, 0.3 Torr and field growth of 10 nm/min. The kinetic flux $\Gamma_0=p/\sqrt{2\pi mk_BT}$, with pressure $p$ and molecular mass $m$, is $6.20\times10^{23}\ \mathrm{m^{-2}s^{-1}}$. The growth rate is $1.67\times10^{-10}$ m/s and the density of silicon atoms is $4.99\times10^{28}\ \mathrm{m^{-3}}$. Hence

$$s=\frac{(1.67\times10^{-10})(4.99\times10^{28})}{6.20\times10^{23}}\approx1.3\times10^{-5}.$$

Here are the coverages, with a fully sticking species as the opposite extreme:

| $s$ | floor centre | low wall |
|---|---|---|
| $1.3\times10^{-5}$ | 0.999 | 0.999 |
| 0.01 | 0.685 | 0.668 |
| 0.1 | 0.168 | 0.129 |
| 1 | 0.050 | 0.0028 |

For a 10 nm field film, ignoring the narrowing of the trench, silane leaves 9.99 nm on the low wall and the fully sticking species 0.03 nm.

**Q.** But doesn't silane run out on the way down, after all those collisions with the wall?

**A.** Hardly. With no sticking, $C=1$ everywhere. The walls and floor, of total length $2a+1$ in the cross-section, then receive $2a+1$ impacts for each molecule entering through the mouth of length one. An entering molecule thus makes 21 encounters on average; random flights gave 21.15. This is fewer than 45 because many entering molecules turn back near the top. At silane's sticking, the expected loss is at most about $21\times1.3\times10^{-5}\approx3\times10^{-4}$ per entering molecule.

The supply is also renewed quickly. In the same limit, a trench of depth $H$ and width $w$ holds $nHw$ molecules per unit length, where $n$ is the gas density. They enter at the rate $n\bar vw/4$, where $\bar v=770$ m/s is the mean speed. The mean transit time, not counting any time spent on the surface, is the ratio

$$\tau=\frac{nHw}{n\bar vw/4}=\frac{4H}{\bar v}=\frac{4(2000\ \mathrm{nm})}{770\ \mathrm{m/s}}\approx10\ \mathrm{ns}.$$

This is very short compared with the minutes of growth, which supports the steady balance used above.

**Q.** I still pay in time. At the same incident flux, the fully sticking species must put more material everywhere.

**A.** On the field, yes. Inside the trench, not everywhere. At equal incident flux the local rate is proportional to $sC$. On the low wall, $s=0.01$ gives $0.01\times0.668=0.0067$, while $s=1$ gives 0.0028. The weakly sticking species grows 2.4 times faster there, because the other one is used up higher in the trench. At the floor centre, which looks straight at the mouth, the order is reversed: 0.0068 against 0.050. Silane at $1.3\times10^{-5}$ is slower than the fully sticking species at both places. Its evenness is real, and so is its cost in growth rate at equal flux.

**Q.** Does the argument survive a directed beam instead of a gas?

**A.** Only in part. Suppose all molecules enter vertically and strike the floor. The direct term is then one on the floor and zero on the sidewalls. Re-emission still coats the sidewalls, and lower sticking raises their coverage, but not always toward one. Molecules returning to the floor raise its coverage above one, and lower sticking makes that excess larger. In a deep trench the low wall can overshoot too, because molecules released at the floor strike the nearby walls many times before they escape. I derived the limit $C\to1$ everywhere for isotropic arrival, and it fails for this beam.

There is a milder version of this effect. Above a wafer that absorbs everything, under gas many mean free paths thick, the arriving intensity tilts toward the normal. Take it as proportional to $1+\tfrac32\cos\theta$, a linear approximation. With $\beta$ the angle from the trench axis, $\cos\theta=\sin\beta\cos\varphi$ and the solid angle is $\sin\beta\,d\beta\,d\varphi$. The integrals over $\beta$ from 0 to $\pi$ are $\int\sin^2\!\beta\,d\beta=\pi/2$ and $\int\sin^3\!\beta\,d\beta=4/3$. The arrivals within $\pm\varphi_0$ are therefore $\pi\sin\varphi_0+2(\varphi_0+\sin\varphi_0\cos\varphi_0)$. On the field $\varphi_0=\pi/2$, which gives $2\pi$. The ratio is 0.057 in place of 0.050 at the floor centre for $s=1$, a relative rise of 14%, far too small to change the comparison.

**Q.** What would spoil the silane result in a real reactor?

**A.** The process figures are rough values for low-pressure silicon deposition, so 0.999 is a model result, not a measurement. Gas collisions inside the trench are not the problem: with a rough molecular diameter of 0.45 nm, the mean free path is about 345 µm, some 1700 trench widths.

A reactive by-product can matter much more. Silane can decompose in the gas to silylene, $\mathrm{SiH_2}$, which I idealize as fully sticking. If its flux is a fraction $f$ of the silane flux, the two contributions add in proportion to their field growth rates:

$$C_{\rm mix}=\frac{s\,C_{\rm silane}+f\,C_{\rm silylene}}{s+f}.$$

For an assumed $f=10^{-6}$, the floor-centre coverage falls from 0.999 to 0.934. At $f=s$, about 13 parts per million, silylene supplies half the field growth, and the coverage is the mean of 0.999 and 0.050, about 0.52. These figures keep silane's $s$ at the value inferred above and add silylene's growth to it. If the measured 10 nm/min already includes silylene, half the growth takes only about 7 parts per million. Low sticking of the main precursor is thus no guarantee if another species does much of the growing.

Narrowing matters too. A uniform 50 nm film leaves a gap 100 nm wide. With the depth still 2000 nm, the aspect ratio is 20. The floor-centre coverage for silane is then 0.998, but a species with $s=0.01$ has only 0.40 in that narrower trench, against 0.685 in the original one.

Finally, real sticking can depend on the local flux, and molecules may reflect specularly or diffuse along the surface. I haven't sized the last two. For the first, suppose $s$ stays below some $s_{\max}$ throughout the trench. The positive series then gives $\Gamma/\Gamma_0\ge1-s_{\max}\bar N$. Even at ten times the inferred silane value, the flux at the floor centre would fall by at most $1.3\times10^{-4}\times44.8\approx0.6\%$. The growth rate also feels the change in $s$: if $s$ is proportional to the flux, the rate goes as the flux squared and falls by about twice that percentage. If instead $s$ decreases as the flux rises, the rate falls by less than the flux does.

**Q.** So before rejecting a precursor, I should ask how $s$ compares with $1/\bar N$, and separately whether I can afford its growth rate.

**A.** Yes, for thermal molecules that re-emit diffusely and don't migrate along the surface, in a trench much narrower than the mean free path, and with $\bar N$ recalculated as the trench narrows and changes shape. You should also ask which species is actually growing the film. The numerical output below gives the values used here.

## Calculated quantities

```
trench width, depth: 200 nm, 2000 nm; aspect ratio 10
temperature 900 K, pressure 0.3 Torr, field growth 10 nm/min
silane molar mass 32.12 g/mol, diameter 0.45 nm
silicon atom density: 4.994e+28 1/m^3
silane flux on flat field: 6.198e+23 1/(m^2 s)
effective silane sticking: 1.343e-05
direct view of mouth, floor centre: 0.04994
low wall = lowest 200 nm of sidewall, averaged
sticking | coverage floor centre | coverage low wall
  1.343e-05 | 0.99940 | 0.99937
  1.000e-02 | 0.68483 | 0.66848
  1.000e-01 | 0.16790 | 0.12909
  1.000e+00 | 0.04994 | 0.00275
thickness for 10 nm field film, narrowing ignored:
  s=1.343e-05: floor 9.994 nm, low wall 9.994 nm
  s=1.000e-02: floor 6.848 nm, low wall 6.685 nm
  s=1.000e-01: floor 1.679 nm, low wall 1.291 nm
  s=1.000e+00: floor 0.499 nm, low wall 0.028 nm
rate at equal flux / field rate of fully sticking species:
  s=1.343e-05: floor 1.342e-05, low wall 1.342e-05
  s=1.000e-02: floor 6.848e-03, low wall 6.685e-03
  s=1.000e-01: floor 1.679e-02, low wall 1.291e-02
  s=1.000e+00: floor 4.994e-02, low wall 2.755e-03
low-wall rate, s=0.01 over s=1: 2.43
share of floor flux with earlier wall hits, s=0.01: 0.9271
mean hits before escape: floor 44.77, low wall 47.14
same from random flights: floor 45.12, low wall 47.21
mean of 0.99^N from flights: floor 0.6829, low wall 0.6685
bounds at floor, s=0.01: 1-sN 0.5523, (1-s)^N 0.6377
sticking for 95% floor coverage: 1.171e-03; guaranteed by bound: 1.117e-03
deposits on lower half walls per entering molecule, s=0.01: flights 0.0674, equation 0.0677
deposits on lower half walls per entering molecule, s=0.1: flights 0.1350, equation 0.1351
entering molecule, s=0: hits 21.15 (theory 21), path 40.26 widths (theory 40)
aspect ratio | mean hits from floor centre | rough estimate
  5 | 15.8 | 18.8
  10 | 44.8 | 49.9
  20 | 135.6 | 148.7
  40 | 433.6 | 473.0
grid change of floor coverage, s=0.1: 0.027 %
gas mean free path: 345 um; over width: 1727
after 50 nm film: aspect ratio 20, floor coverage silane 0.99818, s=0.01 0.4003
with 1 ppm silylene flux: floor coverage 0.9336, low wall 0.9303
silylene flux share for half the field growth: 13.4 ppm of silane flux
s=1 floor coverage with tilted arrival: 0.05675, change 13.6 %
mean molecular speed 770 m/s; mean transit time in trench 10.4 ns
```
